# Contact resistance from a transmission-line model, for long and short contacts, part 1

(Sections cited here and not found follow in the second part.)

## 1. One contact: derivation and limits

A device calculation that stops at the edge of a metal contact needs a series resistance there, and one must decide how this resistance scales when the layout changes. It may be entered as a fixed value of resistance times width, so that a longer contact changes nothing, or as an interface resistivity divided by contact area, so that doubling the length halves the resistance. Each choice is right in one regime. The contact length divided by the transfer length, a length set by the interface and by the semiconductor sheet below it, decides between them.

A second decision follows. If the simulation mesh ends at the front edge of the contact, the lumped resistance derived here belongs at that edge. If the mesh continues under the metal, the sheet there is already resolved, and the interface resistivity must be entered instead. Entering the lumped value would then count the sheet under the contact twice.

### Model and conventions

A conducting film lies under a metal contact of length $L$, measured along the current, and width $W$, measured across it. The coordinate $x$ runs from the front edge, $x=0$, where current arrives in the film, to the far edge, $x=L$. The film has sheet resistance $R_k$ under the metal, in ohm per square: a piece of length $\ell$ and width $W$ has resistance $R_k\ell/W$. The interface has specific contact resistivity $\rho_c$, in ohm cm$^2$: an interface area $A$ has resistance $\rho_c/A$.

Five assumptions define the model. The metal is an equipotential, taken as the zero of potential. The interface is uniform and ohmic, so that its current density is proportional to the voltage across it. The film is thin enough to be described at each $x$ by one potential $V(x)$. Nothing varies across the width. No current leaves the film at the far edge.

The sheet current $I(x)$ is counted positive towards increasing $x$, and current from film to metal is also counted positive. With $I_0=I(0)>0$ the film is therefore at a positive potential relative to the metal. The contact resistance is defined as

$$
R_c=\frac{V(0)}{I_0}.
$$

It contains the interface and the film under the metal, but no part of the film in front of the contact.

### The two balance equations

A slice of film between $x$ and $x+dx$ has resistance $R_k\,dx/W$. The potential falls in the direction of the current, so

$$
V(x+dx)-V(x)=-\frac{R_k\,dx}{W}I(x),
\qquad
\frac{dV}{dx}=-\frac{R_k}{W}I. \tag{1}
$$

The interface above the slice has area $W\,dx$ and passes the current $V\,W\,dx/\rho_c$ into the metal. The sheet loses this current:

$$
I(x+dx)-I(x)=-\frac{W\,dx}{\rho_c}V(x),
\qquad
\frac{dI}{dx}=-\frac{W}{\rho_c}V. \tag{2}
$$

These are the equations of a direct-current transmission line with series resistance $R_k/W$ and shunt conductance $W/\rho_c$ per unit length. Differentiating (1) and inserting (2) gives

$$
\frac{d^2V}{dx^2}
=-\frac{R_k}{W}\frac{dI}{dx}
=\frac{R_k}{\rho_c}V
=\frac{V}{L_T^2},
\qquad
L_T=\sqrt{\frac{\rho_c}{R_k}}. \tag{3}
$$

The width has cancelled. The transfer length $L_T$ is large when the interface is resistive, because current then travels further in the film before it crosses. It is small when the film is resistive, because travelling in the film is then costly.

### Solution with a closed far edge

It is convenient to measure distance from the far edge. The general solution of (3) is

$$
V=A\cosh\frac{L-x}{L_T}+B\sinh\frac{L-x}{L_T}.
$$

Equation (1) gives $I=-(W/R_k)\,dV/dx$. The derivative of $(L-x)/L_T$ is $-1/L_T$, and the two minus signs cancel:

$$
I=\frac{W}{R_kL_T}
\left(A\sinh\frac{L-x}{L_T}+B\cosh\frac{L-x}{L_T}\right).
$$

At $x=L$ the first term vanishes and the second is proportional to $B$. The condition $I(L)=0$ therefore requires $B=0$. With $z=L/L_T$, the condition $I(0)=I_0$ gives

$$
A=\frac{I_0R_kL_T}{W\sinh z}.
$$

The profiles are

$$
I(x)=I_0\frac{\sinh[(L-x)/L_T]}{\sinh z},
\qquad
V(x)=\frac{I_0R_kL_T}{W}\frac{\cosh[(L-x)/L_T]}{\sinh z}. \tag{4}
$$

Setting $x=0$ in the potential yields the contact resistance:

$$
R_c=\frac{R_kL_T}{W}\coth z,
\qquad
R_kL_T=\sqrt{\rho_cR_k}=\frac{\rho_c}{L_T}. \tag{5}
$$

The potential at the far edge defines another useful quantity, the end resistance

$$
R_e=\frac{V(L)}{I_0}=\frac{R_kL_T}{W\sinh z},
\qquad
\frac{R_c}{R_e}=\cosh z. \tag{6}
$$

It is observed by sensing the film potential at the far edge with a probe that draws no current. The ratio in (6) depends on $L_T$ and $L$, without separate knowledge of $R_k$.

### Numbers for an n-type GaAs film

Take a film 100 nm thick with $2\times10^{18}$ electrons per cm$^3$ and mobility 2000 cm$^2$/Vs, $\rho_c=10^{-6}$ ohm cm$^2$, and $W=50$ µm. These are rough typical values for n-type GaAs with an alloyed contact covered by gold.

The film resistivity is $\rho=1/(qn\mu)=1.560\times10^{-3}$ ohm cm, where $q$ is the elementary charge, $n$ the electron density and $\mu$ the mobility. Division by the thickness, $10^{-5}$ cm, gives $R_k=156.0$ ohm per square. Since $10^{-6}$ ohm cm$^2$ equals 100 ohm µm$^2$,

$$
L_T=\sqrt{\frac{100}{156.04}}\ \text{µm}=0.8005\ \text{µm},
\qquad
\frac{R_kL_T}{W}=\frac{156.04\times0.8005}{50}\ \text{ohm}=2.498\ \text{ohm}.
$$

Equation (5) then gives, for three lengths at fixed material parameters and width:

- $L=10$ µm: $z=12.49$ and $R_c=2.498$ ohm.
- $L=0.8$ µm: $z=0.9993$ and $R_c=3.282$ ohm.
- $L=0.2$ µm: $z=0.2498$ and $R_c=10.21$ ohm.

The digits show the arithmetic; the rough inputs do not justify so many in a prediction for a device.

### Contacts longer than the transfer length

Write the hyperbolic cotangent in exponentials and divide numerator and denominator by $e^z$:

$$
\coth z=\frac{1+e^{-2z}}{1-e^{-2z}}
=1+\frac{2e^{-2z}}{1-e^{-2z}}
=1+2e^{-2z}+O(e^{-4z}).
$$

For $z\gg1$ the resistance becomes

$$
R_c\longrightarrow\frac{\sqrt{\rho_cR_k}}{W}. \tag{7}
$$

The length has disappeared. Near the front edge, (4) reduces to $I=I_0e^{-x/L_T}$, so a fraction $1-e^{-1}=63\%$ of the current crosses within the first transfer length. Metal several transfer lengths from the front receives almost no current. In the form $\rho_c/(L_TW)$, the limit says that the contact acts as an interface of effective length $L_T$.

The effect of a small increase in length follows from (5). Since the derivative of $\coth z$ is $-1/\sinh^2z$ and $dz/dL=1/L_T$,

$$
\frac{dR_c}{dL}=-\frac{R_k}{W\sinh^2z}.
$$

Within this model extra length never raises the resistance, but its benefit falls as $4e^{-2z}$ when $z$ is large.

In the example, (7) gives 2.498 ohm, or 0.125 ohm mm after multiplication by the width. Dividing $\rho_c$ by the whole area of the 10 µm contact would give 0.200 ohm, too small by a factor of about 12.5. That factor is $z$ itself, because most of the area is idle.

### Contacts shorter than the transfer length

For small $z$, set $z\coth z=1+az^2+bz^4+\cdots$ and use the series of the hyperbolic functions:

$$
(1+az^2+bz^4)\left(1+\frac{z^2}{6}+\frac{z^4}{120}\right)
=1+\frac{z^2}{2}+\frac{z^4}{24}+O(z^6).
$$

The terms in $z^2$ give $a=1/2-1/6=1/3$. The terms in $z^4$ give

$$
b=\frac1{24}-\frac1{120}-\frac{a}{6}
=\frac{15-3-20}{360}=-\frac1{45}.
$$

Equation (5) can be written as $R_c=(\rho_c/LW)\,z\coth z$, because $\rho_c/L_T=(\rho_c/L)z$. Hence

$$
R_c=\frac{\rho_c}{LW}\left(1+\frac{z^2}{3}-\frac{z^4}{45}+\cdots\right)
=\frac{\rho_c}{LW}+\frac{R_kL}{3W}+\cdots, \tag{8}
$$

where $\rho_cz^2/L=\rho_cL/L_T^2=R_kL$ was used. The leading term is the interface resistance of the full contact area. In this regime the film potential hardly changes along the contact, and every part of the interface works equally.

The factor one third has a direct meaning. Uniform collection makes the sheet current fall linearly, $I=I_0(1-x/L)$. The heat produced in the sheet, divided by $I_0^2$, is

$$
\frac{R_k}{W}\int_0^L\left(1-\frac{x}{L}\right)^2dx=\frac{R_kL}{3W}.
$$

For $L=0.2$ µm the two terms in (8) are 10.000 and 0.208 ohm. Their sum agrees with the full result, 10.207 ohm, to within 0.001 ohm. For $L=0.8$ µm they are 2.500 and 0.832 ohm, and their sum is 1.5% above the full 3.282 ohm. For $L=10$ µm the second term alone would be 10.4 ohm, which shows that the expansion has been used outside its range.

### Where each limit may be used

The long limit (7) is below the full result because $\coth z>1$. The full result is 1% above it when $\coth z=1.01$, or

$$
z=\frac12\ln\frac{1.01+1}{1.01-1}=2.652.
$$

The area term $\rho_c/(LW)$ is also below the full result, because $\tanh z<z$. The full result is 1% above it when $z\coth z=1.01$, whose numerical root is $z=0.1734$. The two-term form (8) is 1% above the full result at $z=0.8809$, found as the root of $1+z^2/3=1.01\,z\coth z$.

With $L_T=0.8005$ µm these lengths are 2.12, 0.139 and 0.705 µm. The interval between the one-term limits is wide, and there (5) should be used. Its cost is one hyperbolic function.

### Dissipation and sensitivity

The power supplied at the front edge is $V(0)I_0=R_cI_0^2$. The part dissipated in the sheet follows from (4), with $s=(L-x)/L_T$:

$$
\frac{P_{\rm sheet}}{I_0^2}
=\frac{R_kL_T}{W\sinh^2z}\int_0^z\sinh^2s\,ds
=\frac{R_kL_T}{W\sinh^2z}\left(\frac{\sinh2z}{4}-\frac z2\right).
$$

Division by $R_c$, and the identity $\sinh z\cosh z=\tfrac12\sinh2z$, give the sheet's share

$$
f=\frac{P_{\rm sheet}}{R_cI_0^2}=\frac12-\frac{z}{\sinh2z}. \tag{9}
$$

For a long contact half the heat arises in the sheet and half at the interface. For a short contact $f\to z^2/3$. The three lengths of the example, from long to short, have $f=0.500$, 0.224 and 0.020.

The same number measures sensitivity. At fixed $\rho_c$, $L$ and $W$, the logarithm of (5) is $\tfrac12\ln R_k+\ln\coth z$ plus a constant, and $dz/d\ln R_k=z/2$. Therefore

$$
\frac{\partial\ln R_c}{\partial\ln R_k}
=\frac12-\frac{z}{2\sinh z\cosh z}=f,
\qquad
\frac{\partial\ln R_c}{\partial\ln\rho_c}=1-f. \tag{10}
$$

The second relation follows because $dz/d\ln\rho_c=-z/2$ reverses the sign of the second term. A 10% change in sheet resistance thus moves a long contact by about 5% and the 0.2 µm contact by about 0.2%.

## 2. Extraction from measurements and corrections to the model

The symbols carried over are the contact length $L$ and width $W$, the interface resistivity $\rho_c$, the sheet resistance $R_k$ under the metal, $L_T=\sqrt{\rho_c/R_k}$ and $z=L/L_T$. The contact resistance is $R_c=(R_kL_T/W)\coth z$, and the end resistance satisfies $R_c/R_e=\cosh z$. The sheet's share of the heat is $f=\tfrac12-z/\sinh2z$; it is also the logarithmic sensitivity of $R_c$ to $R_k$, while $1-f$ is that to $\rho_c$. The example has $W=50$ µm, $\rho_c=10^{-6}$ ohm cm$^2$, $R_k=156.0$ ohm per square and $L_T=0.80$ µm. Its long contact, 10 µm, has $R_c=2.498$ ohm, and its short contact, 0.2 µm, has $R_c=10.21$ ohm.

### The line of resistance against gap

Put two equal contacts on the film, separated by a gap $d$ whose sheet resistance is $R_s$. Current crosses one contact, the gap and the other contact in series. Reversing the current in the second contact does not change its resistance, because the model is linear. The total is

$$
R_T(d)=2R_c+\frac{R_s}{W}d. \tag{11}
$$

A straight line through measurements at several gaps has slope $R_s/W$ and intercept $2R_c$. Extended to zero resistance, it meets the gap axis at $d=-\lambda$, with

$$
\lambda=\frac{2R_cW}{R_s}=2\frac{R_k}{R_s}L_T\coth z. \tag{12}
$$

If the contact is long and $R_k=R_s$, then $\lambda=2L_T$. An analysis that assumes both conditions takes $\lambda/2$ as the transfer length and reports

$$
\rho_{\rm app}=R_s\left(\frac{\lambda}{2}\right)^2
=\frac{R_k^2L_T^2}{R_s}\coth^2z
=\rho_c\frac{R_k}{R_s}\coth^2z. \tag{13}
$$

The last step uses $R_kL_T^2=\rho_c$. The intercept still gives the correct $R_c$ within the model; the error enters when $R_c$ is converted into an interface property.

For the short contact with $R_s=R_k$, (12) gives $\lambda=20.41\times50/156.04=6.54$ µm. The apparent resistivity is $1.67\times10^{-5}$ ohm cm$^2$, about 17 times the true value. The straightness of the line gives no warning, because (11) is linear for every contact length.

Within the model, the contact resistance follows from $\rho_c$, $R_k$, $L$ and $W$, and the line of resistance against gap gives it correctly, but converting it into an interface resistivity fails if the contact is short or the sheets differ. It remains to size the effect of different sheets, to extract $\rho_c$ without the long-contact assumption, and to examine the model's other idealisations.
